# Mack's Dissolution Rate from Developer Diffusion and Surface Reaction

## What dimensions fix

A resist surface dissolves at speed $r$. Developer of bulk concentration $c_b$ reaches it by diffusion, with diffusivity $D$, through a liquid layer of thickness $\delta$. At the surface it is consumed at a rate per area $k_s c_s$, where $c_s$ is its concentration there. Removing unit volume of resist consumes an amount $\nu$ of developer.

The six quantities $r,D,\delta,k_s,c_b,\nu$ involve three units: length, time and amount. They therefore form three independent dimensionless groups, and

$$\frac{r\delta}{D}=\Phi\left(\frac{k_s\delta}{D},\frac{c_b}{\nu}\right).$$

If $c_b\ll\nu$, a large volume of developer is needed to remove a small volume of resist. The surface then recedes slowly, and its motion can be left out of the transport problem. What remains is linear in concentration, so the flux is proportional to $c_b$. With $k_D=D/\delta$, a transfer constant with the units of speed,

$$r=\frac{k_Dc_b}{\nu}F(\mathrm{Da}),\qquad \mathrm{Da}=\frac{k_s}{k_D}.$$

Two limits of $F$ follow directly. For a slow reaction the surface sees the bulk concentration, so $r=k_sc_b/\nu$ and $F\to\mathrm{Da}$. For a fast reaction $c_s\to0$ and the reaction constant drops out, so $F$ tends to a constant. The steady profile is then a straight line of slope $c_b/\delta$, which gives a flux $k_Dc_b$ and hence $F\to1$. The flux balance supplies the function between them.

## Simple case: a fully deprotected film

Let $z$ run from the surface into the liquid. In the steady state $Dc''=0$, so the profile is a straight line from $c_s$ at $z=0$ to $c_b$ at $z=\delta$. The flux towards the surface is

$$J=D\frac{dc}{dz}=k_D(c_b-c_s).$$

It is positive because concentration rises away from the surface. Call the reaction constant of the fully deprotected surface $k_R$. No developer accumulates at the surface, so

$$k_D(c_b-c_s)=k_Rc_s
\quad\Rightarrow\quad
k_Dc_b=(k_D+k_R)c_s
\quad\Rightarrow\quad
c_s=\frac{k_D}{k_D+k_R}c_b.$$

In a time $dt$ a volume $r\,dt$ per area is removed, which consumes $\nu r\,dt=J\,dt$. Hence

$$r=\frac{J}{\nu}=\frac{k_Rc_s}{\nu}=\frac{c_b}{\nu}\frac{k_Dk_R}{k_D+k_R}.$$

For $k_R\ll k_D$ this becomes $k_Rc_b/\nu$; for $k_R\gg k_D$ it becomes $k_Dc_b/\nu$, as required.

The numerical case is a thick hydroxystyrene resist in 0.26 mol/L tetramethylammonium hydroxide. Rough values are $D=2\times10^{-5}$ cm²/s, an agitated layer of 30 µm and $\nu=5$ mol/L. The value $k_R=0.050$ cm/s is a model choice that makes the resist fast. Then

$$k_D=\frac{2\times10^{-5}}{30\times10^{-4}}=0.00667\ \text{cm/s},\qquad
\frac{k_R}{k_D}=7.5.$$

The transport ceiling is $r_D=k_Dc_b/\nu=3467$ nm/s. Reaction alone would give $k_Rc_b/\nu=26000$ nm/s. In series they give $3467\times7.5/8.5=3059$ nm/s, and the surface concentration is $1/8.5=0.118$ of the bulk value.

## Generalization: partial deprotection

Let $x$ be the deprotected fraction of the initially protected sites, and $m=1-x$ the fraction still protected. The deprotected site concentration is $S=S_0x$. Take the reaction to be first order in developer and of effective order $n>0$ in these sites:

$$J=k'c_sS^n=k'S_0^n x^n c_s=k_Rx^nc_s,\qquad k_R=k'S_0^n.$$

The order $n$ describes how cooperatively deprotected sites release the polymer, and it need not be an integer. The uptake $\nu$ is assumed independent of $x$. The earlier algebra holds with $k_R$ replaced by $k_Rx^n$:

$$r=\frac{c_b}{\nu}\frac{k_Dk_Rx^n}{k_D+k_Rx^n}.$$

Dividing numerator and denominator by $k_R$, and defining $a=k_D/k_R$, gives

$$r=r_D\frac{x^n}{a+x^n},\qquad r_D=\frac{k_Dc_b}{\nu}.$$

At $x=1$ the rate is $r_{\max}=r_D/(1+a)$. Eliminating $r_D$ gives Mack's form, before its small background term is added:

$$\boxed{r=r_{\max}\frac{(1+a)x^n}{a+x^n}}$$

Thus $r_{\max}$ is the rate at full deprotection, while the diffusion ceiling is the larger quantity $r_D=(1+a)r_{\max}$. If transport is made very fast at fixed $k_R$, then $a\to\infty$ and $r\to r_{\max}x^n$: a power law without saturation.

The result was compared with a time-dependent diffusion calculation on 300 cells, started with the layer at $c_b$. For $n=5$ and the five values of $x$ below, its rates after 5 s agreed with Mack's form within 0.1%.

| $x$ | $\mathrm{Da}$ | $c_s/c_b$ | $r$ (nm/s) |
|---|---|---|---|
| 1.000 | 7.50 | 0.118 | 3059 |
| 0.800 | 2.46 | 0.289 | 2464 |
| 0.616 | 0.667 | 0.600 | 1387 |
| 0.400 | 0.077 | 0.929 | 247 |
| 0.200 | 0.0024 | 0.998 | 8.3 |

## Where the two regimes lie

The local ratio is now $\mathrm{Da}=k_Rx^n/k_D=x^n/a$. Let $r_R=k_Rc_bx^n/\nu$ be the rate without transport resistance. Inverting the rate gives

$$\frac1r=\frac{\nu}{c_b}\left(\frac1{k_D}+\frac1{k_Rx^n}\right)=\frac1{r_D}+\frac1{r_R}.$$

Diffusion and reaction act as resistances in series. The larger resistance is at least half the sum and no more than the whole, so

$$\tfrac12\min(r_D,r_R)\le r\le\min(r_D,r_R).$$

The regimes are therefore the two ends of one smooth curve. They cross at $\mathrm{Da}=1$, or $x_c=a^{1/n}$, where the rate is half of either limiting rate. Here $x_c=0.1333^{1/5}=0.668$. If $a>1$, the crossing lies beyond $x=1$ and reaction is the larger resistance over the whole physical range. Even for small $a$, a sufficiently small $x$ restores reaction control.

In terms of $x_c$,

$$\frac{r}{r_D}=\frac1{1+(x_c/x)^n}.$$

With $x_c$ held fixed below 1, the limit $n\to\infty$ is a step: no dissolution for $x<x_c$ and the diffusion ceiling for $x>x_c$. At finite $n$, moving from $\mathrm{Da}=0.1$ to $\mathrm{Da}=10$ requires $x$ to grow by $100^{1/n}$, a factor of 2.5 for $n=5$. The example does not complete this passage: at $x=1$ it has $\mathrm{Da}=7.5$ and runs at 88% of its ceiling.

## Sensitivity separates the mechanisms

Write $r=r_D\,\mathrm{Da}/(1+\mathrm{Da})$ and take the logarithm:

$$\ln r=\ln r_D+\ln\mathrm{Da}-\ln(1+\mathrm{Da}).$$

A small change in $\ln\mathrm{Da}$ alters the last two terms by $1-\mathrm{Da}/(1+\mathrm{Da})=1/(1+\mathrm{Da})$ times that change. Varying $x$ leaves $r_D$ fixed and gives $d\ln\mathrm{Da}=n\,d\ln x$. Hence

$$\frac{\partial\ln r}{\partial\ln x}=\frac{n}{1+\mathrm{Da}}.$$

Varying $k_D$ at fixed $x$ raises $\ln r_D$ and lowers $\ln\mathrm{Da}$ by the same amount, so

$$\frac{\partial\ln r}{\partial\ln k_D}=1-\frac1{1+\mathrm{Da}}=\frac{\mathrm{Da}}{1+\mathrm{Da}}.$$

On the reaction side the rate follows $x^n$ and barely responds to agitation. On the diffusion side the roles reverse. In the example the logarithmic slope in $x$ falls from 4.99 at $x=0.2$ to 0.59 at $x=1$.

For a finite change, doubling $k_D$ doubles $r_D$ and halves $\mathrm{Da}$:

$$\frac{r(2k_D)}{r(k_D)}=\frac{1+\mathrm{Da}}{1+\mathrm{Da}/2}.$$

This is $8.5/4.75=1.79$ at $x=1$, but 1.001 at $x=0.2$. The comparison holds $k_R$, $c_b$, $\nu$ and $x$ fixed. It suggests an experiment that a single rate curve cannot replace: vary the agitation and see whether the plateau moves while the low-$x$ rate stays put. A fitted $a$ well below 1 shows saturation, but does not by itself identify its cause.

## The inflection and Mack's threshold parameter

Set $f=x^n/(a+x^n)$. The quotient rule gives

$$f'=\frac{nx^{n-1}(a+x^n)-x^n\,nx^{n-1}}{(a+x^n)^2}
=\frac{an x^{n-1}}{(a+x^n)^2}.$$

Differentiating again and taking out common factors,

$$f''=\frac{anx^{n-2}}{(a+x^n)^3}\left[(n-1)(a+x^n)-2nx^n\right]
=\frac{anx^{n-2}}{(a+x^n)^3}\left[(n-1)a-(n+1)x^n\right].$$

For $n>1$ the bracket changes from positive to negative as $x$ rises, so its zero is the point of greatest slope $dr/dx$. Since $x=1-m$, two derivatives in $m$ equal two derivatives in $x$. The inflection at $m_{TH}$ therefore satisfies

$$a=\frac{n+1}{n-1}(1-m_{TH})^n.$$

It lies inside $0<x<1$ if $a<(n+1)/(n-1)$. For larger $a$ the formula returns a negative $m_{TH}$, which is then a fitting parameter and not a protected fraction. For $n\le1$ the bracket is negative at every positive $x$, and there is no inflection.

At the inflection $\mathrm{Da}=(n-1)/(n+1)$ and $1+\mathrm{Da}=2n/(n+1)$. Consequently

$$\frac{r}{r_D}=\frac{n-1}{2n},\qquad
\frac{\partial\ln r}{\partial\ln x}=\frac{n+1}{2}.$$

Because $\mathrm{Da}<1$ there, the inflection comes before the crossover. For $n=5$ and $a=0.1333$, it is at $x=0.616$, so $m_{TH}=0.384$. The rate is $0.4\times3467=1387$ nm/s and the logarithmic slope is 3. Locating the inflection by finite differences of the numerically solved flux balance, and inserting it in the formula, returns $a=0.1333$.

## Adding slow background dissolution

A protected film may still dissolve slowly. If this happens by a parallel surface reaction with constant $k_0$, the total constant is $q+k_0$, where $q=k_Rx^n$. Define

$$R(k)=\frac{c_b}{\nu}\frac{k_Dk}{k_D+k},\qquad r_{\min}=R(k_0).$$

The rate consistent with the flux balance is $R(q+k_0)$, whereas Mack's complete expression adds the rates:

$$r=r_{\max}\frac{(1+a)x^n}{a+x^n}+r_{\min}.$$

To compare them, split the numerator:

$$\frac{q+k_0}{k_D+q+k_0}
=\frac{q}{k_D+q+k_0}+\frac{k_0}{k_D+q+k_0}
\le\frac{q}{k_D+q}+\frac{k_0}{k_D+k_0}.$$

The sum is thus never below the consistent rate. Since $R$ increases with $k$, also $R(q+k_0)\ge R(q)$, so the excess is at most $r_{\min}$. For a chosen $r_{\min}=0.1$ nm/s the largest excess is 0.099 nm/s. Nearly all of the added term is spurious near the plateau, where the two reactions compete for the same developer, but it is negligible beside 3059 nm/s. With this term included, the total rate at $x=1$ is $r_{\max}+r_{\min}$.

## Releasing the steady-state assumption

At first contact the whole layer is at $c_b$, so the initial rate is the reaction-only rate. Write $k_s=k_Rx^n$, let $c_{ss}$ be the steady profile, and set $u=c-c_{ss}$. Then $u_t=Du_{zz}$, with $Du_z=k_su$ at $z=0$ and $u=0$ at $z=\delta$. The initial excess is

$$u_0=c_b-c_{ss}=(c_b-c_s)\left(1-\frac z\delta\right).$$

Define $U(z)=\int_0^\infty u\,dt$. Because $u$ decays to zero, integrating the diffusion equation over time gives $DU''=-u_0$. The extra developer consumed per area is $E=DU'(0)=k_sU(0)$.

Multiply the equation for $U$ by $\delta-z$ and integrate over the layer. Integration by parts on the left gives

$$\int_0^\delta(\delta-z)DU''dz=-\delta DU'(0)+D[U(\delta)-U(0)]
=-E\left(\delta+\frac D{k_s}\right).$$

The right side is

$$-\frac{c_b-c_s}{\delta}\int_0^\delta(\delta-z)^2dz=-\frac{(c_b-c_s)\delta^2}{3}.$$

Now use $\delta+D/k_s=\delta(1+\mathrm{Da})/\mathrm{Da}$ and $c_b-c_s=c_b\mathrm{Da}/(1+\mathrm{Da})$. The extra dissolved depth is

$$h_{\rm extra}=\frac E\nu=\frac{c_b\delta}{3\nu}\left(\frac{\mathrm{Da}}{1+\mathrm{Da}}\right)^2.$$

It vanishes for slow reaction, where the layer is hardly depleted. At $x=1$ the example gives 405 nm. A uniformly deprotected 10 µm film clears in 3.27 s by the steady law and in 3.14 s with start-up included. The slowest layer relaxation time is 0.058 s, short compared with either.

A 300 nm film under the same liquid layer is a different case. The steady law predicts 0.098 s, but the transient calculation gives 0.030 s. The film disappears before the layer has relaxed, so the steady rate does not apply. A film much thicker than $h_{\rm extra}$ is sufficient for using it. For $\mathrm{Da}\ll1$ thinner films qualify too, because the initial rate exceeds the steady one only by the factor $1+\mathrm{Da}$.

## Releasing the fixed surface

Let the surface be at $s(t)$, with $\dot s=-r$, and use $\zeta=z-s$. Suppose the resist dissolves without volume change, so the liquid stays at rest. For $c(z,t)=C(\zeta,t)$, the chain rule gives $c_t=C_t-\dot sC_\zeta=C_t+rC_\zeta$. If the layer thickness is held fixed in the moving frame, the steady equation is

$$DC''-rC'=0\quad\Rightarrow\quad DC'-rC=\text{constant}.$$

At the surface, diffusion supplies both the reaction and the developer that fills the newly opened volume: $DC'(0)=\nu r+c_sr$. The constant is therefore $\nu r$. Separating variables,

$$\int_{c_s}^{c_b}\frac{dC}{\nu+C}=\frac rD\int_0^\delta d\zeta
\quad\Rightarrow\quad
r=k_D\ln\frac{\nu+c_b}{\nu+c_s},$$

with $c_s=\nu r/k_s$. For $c_b\ll\nu$ the logarithm becomes $(c_b-c_s)/\nu$, and the fixed-surface result returns. In the example $c_b/\nu=0.052$, and recession lowers $r_{\max}$ from 3059 to 2983 nm/s, a change of $-2.5\%$.

The constant layer thickness is a separate assumption. If the outer edge of the layer instead stayed in place while a film of thickness $L=10$ µm dissolved, the layer would grow from 30 to 40 µm. In the steady fixed-surface law this adds $\nu L^2/(2Dc_b)=0.48$ s to the clearing time, which rises from 3.27 to 3.75 s.

## The model beside a real developer process

Thick KrF resists are used for staircase etching, and 0.26 mol/L tetramethylammonium hydroxide is a standard developer. The layer thickness, diffusivity and uptake above are rough, and the chosen $k_R$ makes a fast resist. A resist dissolving at a few hundred nm/s under this same layer would be far below the 3467 nm/s ceiling, so developer supply would not limit it. If its rate nevertheless saturated with deprotection, developer diffusion with these parameters would not explain it.

Whether a steady layer forms depends on how the developer is applied. In a still liquid beside an ideal absorber, the half-space solution is $c=c_b\,\mathrm{erf}[z/(2\sqrt{Dt})]$. Its surface gradient is $c_b/\sqrt{\pi Dt}$, so the effective layer thickness is $\sqrt{\pi Dt}$. This reaches 143 µm after 3.27 s, well beyond the assumed 30 µm. With the example's finite reaction constant, a still 1 mm puddle held at $c_b$ on its top boundary clears the 10 µm film in 15.1 s, instead of 3.27 s, if the resist surface is treated as fixed. Letting it recede lengthens the 15.1 s to about 16 s.

A finite puddle also loses developer. Complete removal of a fully exposed film uses the fraction

$$\frac{\nu L}{c_bH}=\frac{5\times10}{0.26\times1000}=0.192,$$

where $L=10$ µm is the film thickness and $H=1000$ µm the puddle height. Replenishment, or a small exposed area with lateral mixing, reduces this depletion.

The chemistry can shift the rate too. Suppose the reaction is second order in developer, with $J=k_sc_s^2/c_b$, so that its rate at $c_s=c_b$ is unchanged. With $\theta=c_s/c_b$, the balance is $1-\theta=\mathrm{Da}\,\theta^2$. At $\mathrm{Da}=7.5$ its positive root is $\theta=(-1+\sqrt{31})/15=0.3045$, and $r=r_D(1-\theta)=2411$ nm/s, or 21% below the first-order value.

Uptake may also depend on deprotection. If it is $\nu(0.7+0.3x)$, the developer flux is unchanged in the fixed-surface model, but the rate at $x=0.616$, the inflection for constant uptake, is multiplied by $1/(0.7+0.3\times0.616)=1.13$. The inflection itself moves to about $x=0.60$. A fit with constant $\nu$ would absorb part of this into $n$ and $a$.

The dissolved polymer must leave through the same liquid, and the model does not track it. Let $\phi$ be its volume fraction and $D_p$ its diffusivity. In the frame of the surface the steady balance is $-D_p\phi'+r\phi=r$ with $\phi=0$ at the outer edge, so $\phi_s=1-e^{-r\delta/D_p}$ at the surface. A rough $D_p=10^{-6}$ cm²/s, the Stokes–Einstein value for a coil of radius about 2.5 nm, gives $\phi_s\approx0.6$ at 3059 nm/s for $\delta=30$ µm. It is still about 0.3 if the polymer's layer is only 11 µm thick. The liquid at the surface is then a concentrated polymer solution, and a constant $D$ and $k_R$ are doubtful at the fast end of the example. At 300 nm/s the same estimate gives $\phi_s\approx0.09$ or less.

Finally, the developer is an electrolyte and $D$ is an effective coefficient. A doubled $D$ at fixed $\delta$ would raise $r_{\max}$ to 5474 nm/s. These estimates vary one assumption at a time and should not be added as a combined correction. The numerical output below lists the input values and most of the results.

## Computed values

```
reaction order n = 5
developer diffusivity = 2.0e-05 cm2/s
liquid layer = 30 um
bulk developer = 0.26 mol/L
developer uptake = 5.0 mol/L of resist
surface constant k_R = 0.050 cm/s
layer constant k_D = 0.00667 cm/s
film thickness = 10 um
a = 0.1333
diffusion ceiling = 3467 nm/s
reaction-only rate at x=1 = 26000 nm/s
r_max = 3059 nm/s
x, Da, c_s/c_b, rate (nm/s), log slope:
1.000, 7.5000, 0.1176, 3058.82, 0.588
0.800, 2.4576, 0.2892, 2464.04, 1.446
0.616, 0.6667, 0.6000, 1386.67, 3.000
0.400, 0.0768, 0.9287, 247.25, 4.643
0.200, 0.0024, 0.9976, 8.30, 4.988
crossover x_c = 0.668
inflection x = 0.616
inflection m_TH = 0.384
a recovered from inflection = 0.1333
log slope at inflection = 3.000
chosen r_min = 0.1 nm/s
largest additive excess = 0.0986 nm/s
steady clearing time = 3.27 s
clearing time with start-up = 3.14 s
start-up extra depth = 405 nm
slowest layer relaxation = 0.058 s
thin film thickness = 300 nm
thin film, steady law = 0.0981 s
thin film, with start-up = 0.0298 s
receding-surface r_max = 2983 nm/s
recession correction = -2.5 %
second-order developer r_max = 2411 nm/s
second-order correction = -21.2 %
r_max with doubled k_D = 5474 nm/s
rate gain at x=1, doubled k_D = 1.789
rate gain at x=0.2, doubled k_D = 1.0012
uptake share before deprotection = 0.7
variable-uptake factor at inflection = 1.130
still layer at steady clear time = 143 um
still-puddle clearing time = 15.1 s
puddle height = 1 mm
developer used, fully exposed = 19.2 %
```
